# How the curvature of a moving step changes along normal trajectories, part 1

(Sections cited here and not found follow in the second part.)

## First half: carrying a frame along the step

### A round island and a nearly straight step

A round island of radius $R$, one atomic layer high, grows at its edge. Its step advances outward with the same speed $v$ everywhere, so $dR/dt=v$. Its curvature is $\kappa=1/R$, and the chain rule gives

$$\frac{d\kappa}{dt}=-\frac{1}{R^2}\frac{dR}{dt}=-\kappa^2 v .$$

A growing island becomes less curved, because the same full turn of $2\pi$ is spread over a longer edge.

A second case shows a different effect. Let a nearly straight step lie along $x$ and advance toward $+y$, with position $y=h(x,t)$ and very small slope. Counting a forward bulge as positive curvature, we have $\kappa\approx-h_{xx}$, while the speed is $v\approx h_t$. To first order in the deformation about a straight step at rest,

$$\frac{\partial\kappa}{\partial t}\approx-h_{xxt}=-v_{xx}.$$

Here curvature appears because some parts of the step move faster than others. Subscripts $x$, $t$, $u$ and $s$ denote derivatives throughout.

The island has no speed variation and the nearly straight step has no appreciable initial curvature. For a general smooth planar step the two effects add:

$$\boxed{\;\kappa_t=-v_{ss}-\kappa^2v\;}\qquad\text{(along normal trajectories)},$$

where $s$ is arc length along the step at the current time. The special cases do not prove this, since they cannot exclude terms that vanish in both. Two separate derivations follow, one in each half.

### Conventions and assumptions

Describe the step by $\mathbf X(u,t)$, where $u$ labels its points. The unit normal $\mathbf n$ points from the upper terrace to the lower one, and $v$ is positive when the step advances in that direction. A normal trajectory is the path of a label whose velocity has no component along the step:

$$\mathbf X_t=v\,\mathbf n\qquad\text{at fixed }u.$$

The curve must be smooth, with no corner, pinch-off or contact with another part of itself or with another step. The speed must have two derivatives along the step, and the mixed derivatives used below must be continuous, so that their order can be exchanged. Nothing is assumed about why the step moves: $v$ may depend on position, time, direction, curvature or the adatom density on the terraces. The result is kinematic.

Let $g=|\mathbf X_u|>0$ be the length of step per unit label. Then

$$\mathbf X_u=g\,\mathbf t,\qquad \partial_s=\frac1g\,\partial_u,$$

with $\mathbf t$ the unit tangent. Since $\mathbf n\cdot\mathbf n=1$, differentiation gives $\mathbf n\cdot\mathbf n_s=0$. In a plane, $\mathbf n_s$ must therefore be parallel to $\mathbf t$, and its coefficient defines the curvature:

$$\mathbf n_s=\kappa\,\mathbf t.$$

In the same way $\mathbf t_s$ is parallel to $\mathbf n$. Differentiating $\mathbf n\cdot\mathbf t=0$ gives $\kappa+\mathbf n\cdot\mathbf t_s=0$, so

$$\mathbf t_s=-\kappa\,\mathbf n.$$

On a round island the outward normal turns by one radian over an arc of length $R$, in the sense of the tangent, so $\kappa=+1/R$. A forward bulge of the upper terrace has positive curvature and a groove has negative curvature.

Two sign changes are harmless. Reversing the direction of travel changes both $\mathbf t$ and $s$ in sign, which leaves $\mathbf n_s=\kappa\mathbf t$ and $v_{ss}$ unchanged. Reversing $\mathbf n$ while keeping the definition $\mathbf n_s=\kappa\mathbf t$ changes the signs of both $\kappa$ and $v$, and every term of the law then changes sign together. If just one of $\kappa$ and $v$ is redefined with the opposite sign, the law becomes $\kappa_t=v_{ss}+\kappa^2v$.

### Stretching and rotation

The velocity field determines how a short piece of step stretches and turns. Differentiate $\mathbf X_t=v\mathbf n$ with respect to $u$. Because $\mathbf n_u=g\mathbf n_s=g\kappa\mathbf t$,

$$\mathbf X_{tu}=v_u\mathbf n+v\mathbf n_u=v_u\mathbf n+g\kappa v\,\mathbf t.$$

Differentiate $\mathbf X_u=g\mathbf t$ with respect to time:

$$\mathbf X_{ut}=g_t\mathbf t+g\,\mathbf t_t.$$

The two left sides are equal. Since $\mathbf t$ has unit length, $\mathbf t_t$ is perpendicular to $\mathbf t$. The tangential and normal components are therefore

$$g_t=\kappa v\,g,\qquad \mathbf t_t=\frac{v_u}{g}\mathbf n=v_s\mathbf n.$$

The first equation says that an advancing bulge lengthens and an advancing groove shortens. The second says that a piece of step rotates when its two ends advance at different speeds.

The normal rotates with the tangent. It has unit length, so $\mathbf n_t$ is parallel to $\mathbf t$. The time derivative of $\mathbf n\cdot\mathbf t=0$ is

$$\mathbf n_t\cdot\mathbf t+\mathbf n\cdot\mathbf t_t=\mathbf n_t\cdot\mathbf t+v_s=0,$$

which gives

$$\mathbf n_t=-v_s\,\mathbf t.$$

### Why the two derivatives do not commute

A time derivative at fixed label and an arc-length derivative cannot simply be exchanged, because the length belonging to a given label interval changes. For any smooth quantity $f(u,t)$,

$$\partial_t f_s=\partial_t\!\left(\frac{f_u}{g}\right)=\frac{f_{ut}}{g}-\frac{g_t}{g^2}f_u .$$

The first term is $\partial_s f_t$. In the second, $g_t/g=\kappa v$ and $f_u/g=f_s$. Hence

$$\partial_t f_s=\partial_s f_t-\kappa v\,f_s.$$

If the step is lengthening, a fixed difference in $f$ between two labels is spread over more length, and the gradient falls.

### The curvature law

Apply this rule to each component of $\mathbf n$. The left side is

$$\partial_t\mathbf n_s=\partial_t(\kappa\mathbf t)=\kappa_t\mathbf t+\kappa\mathbf t_t=\kappa_t\mathbf t+\kappa v_s\mathbf n.$$

For the right side, use $\mathbf n_t=-v_s\mathbf t$ and $\mathbf t_s=-\kappa\mathbf n$:

$$\partial_s\mathbf n_t-\kappa v\,\mathbf n_s
=-v_{ss}\mathbf t-v_s\mathbf t_s-\kappa^2v\,\mathbf t
=-v_{ss}\mathbf t+\kappa v_s\mathbf n-\kappa^2v\,\mathbf t.$$

The normal components on the two sides are both $\kappa v_s$. The tangential components give

$$\kappa_t=-v_{ss}-\kappa^2v.$$

The origin of each term can be followed. The term $-v_{ss}$ comes from rotation of the normal that differs from place to place. The term $-\kappa^2v$ comes from stretching, through the failure of the derivatives to commute.

This separation is clearer for the turning angle held by a label interval. The angle in an arc $ds=g\,du$ is $\kappa g\,du$, and

$$\partial_t(\kappa g)=g\kappa_t+\kappa g_t
=g(-v_{ss}-\kappa^2v)+\kappa^2vg=-g\,v_{ss}.$$

Stretching has dropped out: it dilutes turning without creating any. Since $g\,v_{ss}=\partial_u v_s$, integration between two labels $a$ and $b$ gives

$$\frac{d}{dt}\int_a^b\kappa g\,du=-\left[v_s\right]_a^b.$$

For a closed step, or one period of a periodic step, the end values agree and the total turning is constant. Uneven motion moves turning from one part of the step to another.

### Points that slide along the step

The words "along normal trajectories" are part of the result. Let $u(t)$ select a point that changes its normal-trajectory label as it moves. Its velocity is

$$\frac{d}{dt}\mathbf X(u(t),t)=\mathbf X_t+\dot u\,\mathbf X_u=v\mathbf n+g\dot u\,\mathbf t .$$

Its tangential speed is therefore $w=g\dot u$. The curvature it meets changes at the rate

$$\frac{d\kappa}{dt}=\kappa_t+\dot u\,\kappa_u
=-v_{ss}-\kappa^2v+w\,\kappa_s.$$

The last term does not alter the shape of the step. It records that the observer passes to a place with another curvature.

Both forms were tested on a closed step with grooves, given in polar form by $r=1+0.3\cos3u+0.1\sin2u$ in dimensionless units. The normal speed was prescribed as $v=1+0.4\cos(2u+1)+0.2\sin u$. The points were moved forward and backward in time by $10^{-4}$, and the curvature was recomputed from their positions. The largest discrepancy from the normal-trajectory law was $5\times10^{-7}$ of the largest predicted rate. With an added tangential speed $w=0.5+0.3\sin u$, the sliding form agreed to $6\times10^{-7}$ on the corresponding scale. Leaving out $w\kappa_s$ gave a discrepancy of about 0.4 of the largest rate then predicted.

Using arc length itself as the label also introduces sliding. Measure $s$ from a label $u=0$ that follows a normal trajectory. Then

$$s=\int_0^u g\,du',\qquad s_t\big|_u=\int_0^u\kappa vg\,du'=\int_0^s\kappa v\,ds'.$$

By the chain rule, $\kappa_t|_u=\kappa_t|_s+s_t|_u\,\kappa_s$, so

$$\kappa_t\big|_s=-v_{ss}-\kappa^2v-\kappa_s\int_0^s\kappa v\,ds'.$$

The integral expresses the accumulated stretch between the origin and the point. It is avoided by keeping normal labels and solving $g_t=\kappa vg$ alongside the curvature law.

### Uniform speed: bulges open and grooves focus

Suppose that $v$ is constant in time and uniform along the step. Then $v_s=0$, the normals do not rotate, and each trajectory is a straight line. Where $\kappa\ne0$,

$$\frac{d}{dt}\frac1\kappa=-\frac{\kappa_t}{\kappa^2}=v,
\qquad
\kappa(t)=\frac{\kappa_0}{1+\kappa_0vt}.$$

An initially flat point has $\kappa_t=0$ and stays flat, in agreement with the same formula. The stretch follows from $g_t/g=\kappa v$:

$$\ln\frac{g}{g_0}=\int_0^t\frac{\kappa_0v}{1+\kappa_0vt'}\,dt'=\ln(1+\kappa_0vt),
\qquad g=g_0(1+\kappa_0vt).$$

For $v>0$, a bulge flattens and lengthens. A groove has $\kappa_0<0$, so its curvature grows in magnitude and, unless a corner or a contact reaches the point first, diverges at

$$t_{\rm focus}=\frac{1}{v|\kappa_0|}.$$

At that time $g=0$: neighbouring normals have met. The step is no longer smooth there and the law stops applying at that point.

### Adding a law for the speed

A physical model enters through $v$. As one example, take $v=v_0-B\kappa$, with uniform, constant $v_0$ and $B>0$. The first part is a driving speed, and the second makes bulges retreat and grooves advance relative to it, as line tension does when atoms are exchanged locally with a uniform reservoir. Since $v_{ss}=-B\kappa_{ss}$,

$$\kappa_t=B\kappa_{ss}-v_0\kappa^2+B\kappa^3.$$

The term $B\kappa_{ss}$ spreads curvature along the step and opposes the focusing found above. In a groove the term $B\kappa^3$ acts the other way: a round hole, where $\kappa_{ss}=0$, closes sooner than it would with $B=0$. For a nearly straight step with $v_0=0$, the linear equation is $\kappa_t=B\kappa_{ss}$, and a disturbance of wave number $q$ decays at rate $Bq^2$.

For $v_0>0$, a round island is stationary when $\kappa_c=v_0/B$. Put $\kappa=\kappa_c+\delta$ and keep first order in $\delta$. The nonlinear terms give $(-2v_0\kappa_c+3B\kappa_c^2)\delta=B\kappa_c^2\delta$, because $v_0=B\kappa_c$. Thus

$$\delta_t=B(\delta_{ss}+\kappa_c^2\delta).$$

A uniform disturbance grows: an island slightly too small shrinks, and one slightly too large expands. This is the critical island of the model. A disturbance with $m$ waves around the edge has $\delta_{ss}=-m^2\kappa_c^2\delta$ and rate $B\kappa_c^2(1-m^2)$, so every shape disturbance with $m\ge2$ decays.

## Second half: looking straight along one normal

### Symbols and results carried over

The normal $\mathbf n$ points to the lower terrace, $v$ is the speed along it, and $s$ is arc length. The unit tangent is $\mathbf t$, and $\mathbf n_s=\kappa\mathbf t$ makes a forward bulge positive. The first half found $\kappa_t=-v_{ss}-\kappa^2v$ for a point moving along $\mathbf n$. A point that also has tangential speed $w$ gains $w\kappa_s$. With uniform, constant speed, $\kappa=\kappa_0/(1+\kappa_0vt)$.

The second derivation does not use the stretch law, the rotation of the frame or the exchange rule for derivatives. It takes one point at one instant and chooses axes in which that point is simple.

### Curvature and speed of a graph

Near a chosen point $P$ and for a short time, write the step as $y=h(x,t)$, with the lower terrace on the side of larger $y$. Let $G=\sqrt{1+h_x^2}$. Then

$$\mathbf t=\frac{(1,h_x)}{G},\qquad
\mathbf n=\frac{(-h_x,1)}{G},\qquad
\partial_s=\frac1G\partial_x .$$

To find the curvature, first note that $G_x=h_xh_{xx}/G$. The two components of $\mathbf n_x$ are

$$-\frac{h_{xx}}G+\frac{h_xG_x}{G^2}
=-\frac{h_{xx}}{G^3}(G^2-h_x^2)=-\frac{h_{xx}}{G^3},
\qquad
-\frac{G_x}{G^2}=-\frac{h_xh_{xx}}{G^3}.$$

Together they form $\mathbf n_x=-(h_{xx}/G^2)\,\mathbf t$. Division by $G$ gives $\mathbf n_s$, and hence

$$\kappa=-\frac{h_{xx}}{G^3}.$$

For the speed, follow any point that stays on the step. Its coordinates obey $y=h(x(t),t)$, so $\dot y=h_t+h_x\dot x$. Its velocity along the normal is

$$v=\frac{-h_x\dot x+\dot y}{G}=\frac{h_t}{G}.$$

The arbitrary $\dot x$ has cancelled. Normal speed belongs to the moving curve and does not depend on how its points are labelled.

The moving-frame derivation has given the curvature law along normal trajectories, and the second derivation now has the curvature and normal speed of a step written as a graph. It remains to recover the law from these two formulas at a single point and to apply it to a meandering step.
